# Phase matching of dispersive waves emitted by a Kerr soliton, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. From the simple soliton to a tilted phase line

### Definitions and conventions

A pulse travels along $z$ in a lossless single-mode waveguide. Its carrier frequency is $\omega_0$, and $\beta(\omega)$ is the propagation constant of the mode. The field is the real part of

$$A(z,t)\,e^{i\beta(\omega_0)z-i\omega_0 t_{\rm lab}},\qquad t=t_{\rm lab}-\beta_1 z,\qquad \beta_k=\frac{d^k\beta}{d\omega^k}\Big|_{\omega_0}.$$

Time $t$ is thus read on a clock that moves at the group velocity $1/\beta_1$ of the carrier. The envelope is scaled so that $|A|^2$ is power, and $E=\int|A|^2dt$ is the pulse energy. The frequency offset is $\Omega=\omega-\omega_0$, with the transform pair

$$\hat A(\Omega)=\int A\,e^{i\Omega t}dt,\qquad A(t)=\int\hat A\,e^{-i\Omega t}\frac{d\Omega}{2\pi}.$$

With this sign, $i\partial_t$ acting on $e^{-i\Omega t}$ gives $\Omega$. Removing the carrier phase and the carrier delay from $\beta$ leaves

$$D(\Omega)=\beta(\omega_0+\Omega)-\beta(\omega_0)-\beta_1\Omega=\sum_{k\ge2}\frac{\beta_k\Omega^k}{k!}.$$

The envelope equation for an instantaneous Kerr response is

$$\partial_zA=iD(i\partial_t)A+i\gamma|A|^2A. \tag{1}$$

The frequency dependence of $\gamma$ is added in Part 2. A bright soliton needs $\gamma$ and $\beta_2$ of opposite sign. Here $\gamma>0$ and $\beta_2<0$ are assumed throughout, so $\beta_2=-|\beta_2|$.

### Two elementary solutions

A weak wave does not feel the Kerr term. Putting $A\propto e^{ikz-i\Omega t}$ into (1) gives

$$k=D(\Omega). \tag{2}$$

A packet of such waves is found where the phase $D(\Omega)z-\Omega t$ is stationary in $\Omega$, that is at $t=D'(\Omega)z$. The derivative $D'(\Omega)$ is therefore the delay per unit length, relative to the carrier clock.

For the soliton, keep $\beta_2$ alone and try $A=\sqrt{P_0}\,{\rm sech}(t/T_0)\,e^{iqz}$. The dispersive term is

$$i\frac{\beta_2}{2}(i\partial_t)^2A=-i\frac{\beta_2}{2}\partial_t^2A=\frac{i|\beta_2|}{2}\partial_t^2A.$$

With $x=t/T_0$, the second derivative of ${\rm sech}\,x$ is ${\rm sech}\,x-2\,{\rm sech}^3x$. Dividing (1) by $i\sqrt{P_0}\,e^{iqz}$ gives

$$q\,{\rm sech}\,x=\frac{|\beta_2|}{2T_0^2}\left({\rm sech}\,x-2\,{\rm sech}^3x\right)+\gamma P_0\,{\rm sech}^3x.$$

The two powers of sech must balance separately:

$$\gamma P_0T_0^2=|\beta_2|,\qquad q=\frac{|\beta_2|}{2T_0^2}=\frac{\gamma P_0}{2}. \tag{3}$$

The phase rate is half of $\gamma P_0$, although the peak of the pulse has the Kerr phase rate $\gamma P_0$. At the peak, dispersion contributes $-\gamma P_0/2$, since there ${\rm sech}-2\,{\rm sech}^3=-1$. The sum is the same at every point of the pulse, which is why the shape survives.

With $\beta_2$ alone, (2) gives $k=-|\beta_2|\Omega^2/2\le0$, while the soliton has $q>0$. No linear wave keeps step with the soliton, and it does not radiate. Higher-order dispersion changes this.

### A first attempt with third-order dispersion

Add $\beta_3>0$, small enough to leave the soliton nearly intact. Suppose that a linear wave is fed steadily when its wavenumber equals the phase rate of the soliton:

$$D(\Omega)=-\frac{|\beta_2|\Omega^2}{2}+\frac{\beta_3\Omega^3}{6}=\frac{\gamma P_0}{2}. \tag{4}$$

Without the right side, the nonzero root is

$$\Omega_0=\frac{3|\beta_2|}{\beta_3}.$$

The right side moves this root by about $q/D'(\Omega_0)$. Here

$$D'(\Omega_0)=-|\beta_2|\Omega_0+\frac{\beta_3\Omega_0^2}{2}=-|\beta_2|\Omega_0+\frac{3|\beta_2|\Omega_0}{2}=\frac{|\beta_2|\Omega_0}{2},$$

where $\beta_3\Omega_0=3|\beta_2|$ was used. The shift is

$$\frac{q}{D'(\Omega_0)}=\frac{|\beta_2|}{2T_0^2}\,\frac{2}{|\beta_2|\Omega_0}=\frac{1}{\Omega_0T_0^2}=\frac{\beta_3}{3|\beta_2|T_0^2}. \tag{5}$$

This can be compared with a numerical solution of (1). Measure time in $T_0$ and distance in the dispersion length $L_D=T_0^2/|\beta_2|$, so that $|\beta_2|=1$ and $q=1/2$, and take $\beta_3=0.4$. A sech pulse is launched and followed over 50 dispersion lengths. The frequency is read from the outgoing wave, between the soliton and the far end of the wave train. The attempt predicts

$$\Omega=\frac{3}{0.4}+\frac{0.4}{3}=7.500+0.133=7.633,$$

whereas the simulation gives 7.766. The actual shift from 7.500 is 0.266, twice the predicted one. The idea of a phase match is not refuted, but equation (4) lacks a contribution as large as the nonlinear phase.

### The phase of a pulse that also slips in time

Equation (4) assumes that all frequencies in the soliton advance at the rate $q$. That holds if the pulse stands still on the carrier clock. Third-order dispersion can delay the pulse, so let

$$A(z,t)=F(t-\delta z)\,e^{iqz}, \tag{6}$$

where $\delta$ is the extra delay per unit length. Its transform is

$$\hat A(z,\Omega)=e^{iqz}\int F(t-\delta z)e^{i\Omega t}dt=\hat F(\Omega)\,e^{i(q+\delta\Omega)z}. \tag{7}$$

In the plane of wavenumber against frequency, a steadily moving pulse lies on a straight line with intercept $q$ and slope $\delta$. Equation (4) used a horizontal line. A small slope can matter, because the dispersive wave lies at large $\Omega$.

### Why a crossing of the lines means emission

Let $G=\gamma|F|^2F$. The transform of (1) is a first-order equation in $z$ for each frequency, driven by the Kerr term:

$$\partial_z\hat A=iD(\Omega)\hat A+i\hat G(\Omega)e^{i(q+\delta\Omega)z}.$$

The source is approximated here by that of the steady pulse, which is allowed while the emitted wave is weak. Multiplying by $e^{-iDz}$ and integrating from 0 to $L$ gives

$$\hat A(L)=e^{iDL}\left[\hat A(0)+i\hat G\int_0^Le^{i\kappa z}dz\right],\qquad \kappa=q+\delta\Omega-D(\Omega). \tag{8}$$

The modulus of the integral is $L\,|\sin(\kappa L/2)/(\kappa L/2)|$. At $\kappa=0$ it grows in proportion to $L$; at any other fixed $\kappa$ it never exceeds $2/|\kappa|$. The long-distance line is therefore centred at

$$D(\Omega)=q+\delta\Omega, \tag{9}$$

provided that $\hat G(\Omega)$ does not vanish there and varies slowly across the line. For a sech pulse $\hat G$ is exponentially small at large $\Omega$, so the wave is weak even though it is phase matched.

Equation (8) also gives the width of the line. The function $(\sin y/y)^2$ falls to one half at $y=1.3916$. With $y=\kappa L/2$, the full width in mismatch is $4\times1.3916/L=5.566/L$. Near the root, a change of $\Omega$ changes $\kappa$ at the rate $\delta-D'(\Omega)$. The full width in frequency is therefore

$$\Delta\Omega=\frac{5.566}{L\,|D'(\Omega)-\delta|}. \tag{10}$$

### What cross-phase modulation does

A weak wave beneath a strong pulse acquires a Kerr phase at the rate $2\gamma|F|^2$. It may seem that $2\gamma P_0$ should enter (9). To examine this, set

$$A=e^{iqz}\left[F(\zeta)+h(\zeta,z)\right],\qquad \zeta=t-\delta z,$$

where $F$ is a localized approximation to the pulse and $h$ is the weak wave. At fixed $t$, the $z$ derivative of $h(\zeta,z)$ is $\partial_zh-\delta\partial_\zeta h$, and $\delta\partial_\zeta=-i\delta(i\partial_\zeta)$. The terms of (1) linear in $h$, together with the amount $R$ by which $F$ fails to solve the steady equation, give

$$\partial_zh=i\left[D(i\partial_\zeta)-q-\delta\,i\partial_\zeta\right]h+2i\gamma|F|^2h+i\gamma F^2h^*+iR(\zeta). \tag{11}$$

No coefficient depends on $z$, so a steady response $h(\zeta)$ is possible. Outside the pulse $F$ and $R$ vanish. What remains is $[D(i\partial_\zeta)-q-\delta\,i\partial_\zeta]h=0$, and $h\propto e^{-i\Omega\zeta}$ returns condition (9). The two Kerr terms in (11) change the amplitude and phase with which the wave leaves the pulse, but not its frequency outside. This holds for a steady pulse with a weak wave. A strong continuous background would be different, because it does not vanish in the tail.

### The delay rate from the motion of the centroid

It remains to find $\delta$. Let $\bar t=E^{-1}\int t|A|^2dt$. Multiplication by $t$ corresponds to $-i\partial_\Omega$ acting on $\hat A$, so

$$E\bar t=\int\hat A^*(-i\partial_\Omega)\hat A\,\frac{d\Omega}{2\pi}.$$

The dispersive part of (1) is $\partial_z\hat A=iD\hat A$. Its contribution is

$$E\frac{d\bar t}{dz}=\int\left[-D\hat A^*\partial_\Omega\hat A+\hat A^*\partial_\Omega(D\hat A)\right]\frac{d\Omega}{2\pi}=\int D'|\hat A|^2\frac{d\Omega}{2\pi}.$$

The Kerr term in (1) changes only the phase of $A(t)$, so it leaves $|A|^2$ alone and does not move the centroid. For a steady pulse $\bar t$ advances at the rate $\delta$, hence

$$\delta=\langle D'(\Omega)\rangle=\beta_2\langle\Omega\rangle+\frac{\beta_3}{2}\langle\Omega^2\rangle+\dots, \tag{12}$$

where the averages are weighted by $|\hat A|^2$. Choose $\omega_0$ to be the mean frequency of the soliton, so that $\langle\Omega\rangle=0$. To leading order the sech pulse may be used in the other average. With $u=\tanh x$ and $du={\rm sech}^2x\,dx$,

$$\int{\rm sech}^2x\,dx=2,\qquad\int{\rm sech}^2x\tanh^2x\,dx=\int_{-1}^{1}u^2du=\frac23.$$

Hence $E=2P_0T_0$, and

$$\langle\Omega^2\rangle=\frac1E\int|\partial_tA|^2dt=\frac{1}{2P_0T_0}\,\frac{P_0}{T_0}\,\frac23=\frac{1}{3T_0^2},\qquad \delta=\frac{\beta_3}{6T_0^2}. \tag{13}$$

The soliton is delayed because both wings of its spectrum, at positive and negative $\Omega$, are delayed by $\beta_3\Omega^2/2$.

### The third-order case again

At $\Omega_0=3|\beta_2|/\beta_3$ the new term is

$$\delta\Omega_0=\frac{\beta_3}{6T_0^2}\,\frac{3|\beta_2|}{\beta_3}=\frac{|\beta_2|}{2T_0^2}=q.$$

The factor $\beta_3$ has cancelled. However weak the third-order dispersion, the slope contributes as much as the nonlinear phase, because a smaller slope is met at a larger frequency. The shift (5) is doubled:

$$\Omega\simeq\frac{3|\beta_2|}{\beta_3}+\frac{2\beta_3}{3|\beta_2|T_0^2}. \tag{14}$$

For $\beta_3=0.4$ this gives $7.500+0.267=7.767$, against 7.766 in the simulation. So close an agreement is partly accidental. Solving (9) without expansion, with the leading values $q=0.5$ and $\delta=0.0667$, gives 7.754. The soliton in the simulation has $q=0.508$ and $\delta=0.0723$. These small corrections raise the root by 0.012, which is nearly what the expansion in (14) adds by its own error.

The measured values permit a more direct check of (9). At $\Omega=7.766$,

$$D=-\frac{60.31}{2}+\frac{0.4\times468.4}{6}=1.07,\qquad q+\delta\Omega=0.508+0.0723\times7.766=1.07.$$

A cross-phase rate of $2\gamma P_0=2$ in the tail would spoil this equality completely.

## Part 2. Higher orders, self-steepening and a waveguide

### Symbols and results carried over

The offset $\Omega$ is measured from the mean frequency of the soliton, fields vary as $e^{ikz-i\Omega t}$, and a linear wave has $k=D(\Omega)=\sum_{k\ge2}\beta_k\Omega^k/k!$. The soliton has peak power $P_0$, width $T_0$, energy $E=2P_0T_0$ and $\gamma P_0T_0^2=|\beta_2|$, with $\beta_2<0$. A steady pulse with phase rate $q$ and extra delay $\delta$ per unit length emits where $D(\Omega)=q+\delta\Omega$. To leading order $q=\gamma P_0/2$, and third-order dispersion gives $\delta=\beta_3/(6T_0^2)$. The dispersion length is $L_D=T_0^2/|\beta_2|$.

### A Kerr coefficient that depends on frequency

The Kerr coefficient contains a factor $\omega$, so it grows across a broad spectrum. To first order it is $\gamma(1+\tau\Omega)$ with $\tau=d\ln\gamma/d\omega$. If the nonlinear index and the mode area are constant, $\tau=1/\omega_0$. In time, $\Omega$ becomes $i\partial_t$:

$$\partial_zA=iD(i\partial_t)A+i\gamma(1+i\tau\partial_t)(|A|^2A). \tag{15}$$

The added term is $-\gamma\tau\partial_t(|A|^2A)$, known as self-steepening. Unlike the plain Kerr term it moves power. With $P=|A|^2$ and ${\rm Re}(A^*\partial_tA)=\frac12\partial_tP$,

$$\partial_zP=-2\gamma\tau\,{\rm Re}\left[A^*\partial_t(PA)\right]=-2\gamma\tau\left[P\partial_tP+\tfrac12P\partial_tP\right]=-\tfrac32\gamma\tau\,\partial_t(P^2).$$

This is a total derivative, so $E$ is conserved. Multiplying by $t$ and integrating by parts gives the contribution to the centroid:

$$\frac{d\bar t}{dz}=\frac{3\gamma\tau}{2E}\int P^2dt.$$

For the sech pulse, $\int{\rm sech}^4x\,dx=\int_{-1}^1(1-u^2)du=4/3$. Hence $\int P^2dt/E=(4P_0^2T_0/3)/(2P_0T_0)=2P_0/3$, and the extra delay rate is $\gamma P_0\tau$. In total,

$$\delta=\frac{\beta_3}{6T_0^2}+\gamma P_0\tau. \tag{16}$$

The phase-matching condition becomes

$$\boxed{D(\Omega)=\frac{\gamma P_0}{2}+\Omega\left[\frac{\beta_3}{6T_0^2}+\gamma P_0\tau\right]} \tag{17}$$

The dispersive wave is phase matched to a tilted line, whose intercept is the soliton's phase rate and whose slope is its extra delay from third-order dispersion and self-steepening. It remains to show that (17) keeps all terms of the same order, to find its limits, and to test it on a model silicon nitride waveguide.
